# Exact fixed nodes and hard-core bosons in one dimension

## 1. Two fermions in a trap

Put two non-interacting fermions of the same spin in a one-dimensional harmonic trap. Set \(\hbar=m=\omega=1\), so energies are in units of \(\hbar\omega\) and lengths in \(\ell=\sqrt{\hbar/m\omega}\). The two lowest orbitals are proportional to \(e^{-x^2/2}\) and \(x e^{-x^2/2}\), with energies \(1/2\) and \(3/2\). Their normalized determinant is

\[
\psi_F(x_1,x_2)=\frac{x_2-x_1}{\sqrt\pi}\,e^{-(x_1^2+x_2^2)/2},\qquad E_F=2 .
\]

It vanishes on the line \(x_1=x_2\) and nowhere else at finite distance. This line cuts the plane into two halves, and exchange of the particles maps one half onto the other. Solving the Schrödinger equation in the half \(x_1<x_2\), with the wave function zero on the line, therefore gives the whole fermion state.

Now take \(\psi_B=|\psi_F|\). It is symmetric, vanishes on contact and satisfies the same equation in each half. It describes two bosons with a point hard core: they may not coincide, but they have no finite diameter. Energy and position density are unchanged.

Momentum is different. The momentum density of \(N\) particles is

\[
n(k)=\frac{N}{2\pi}\int dy\left|\int dx\,e^{-ikx}\psi(x,y)\right|^2\qquad(N=2).
\]

For the fermions at \(k=0\), the odd part of the inner integrand drops out. The inner integral has magnitude \(|y|\sqrt{2\pi}\,e^{-y^2/2}/\sqrt\pi\), so

\[
n_F(0)=\frac1\pi\int 2y^2e^{-y^2}dy=\frac1{\sqrt\pi}=0.5642\,\ell .
\]

The same integral with \(|\psi_F|\) is evaluated numerically and gives \(1.138\,\ell\), about twice as much.

## 2. Assumptions and the ordered sector

For \(N\) fermions of one spin on an open line, let

\[
H=-\frac12\sum_i\partial_i^2+U,\qquad
U=\sum_iV(x_i)+\sum_{i<j}w(|x_i-x_j|).
\]

The potentials are real, local and bounded on every finite region. They are also smooth away from coincidences, so that eigenfunctions are twice differentiable there. The lowest energy is assumed to be attained by a normalizable state, as in a confining trap. A repulsion that diverges at contact is outside these assumptions.

Antisymmetry means that exchanging \(x_i\) and \(x_j\) changes the sign of \(\psi\). At \(x_i=x_j\) the exchange changes nothing, so \(\psi=-\psi=0\).

The condition \(x_i=x_j\) is one equation in an \(N\)-dimensional space. It defines a surface of dimension \(N-1\), which can separate regions. These surfaces leave \(N!\) sectors, one for each ordering. Let

\[
R:\quad x_1<x_2<\cdots<x_N .
\]

\(R\) is convex: a weighted average of two ordered configurations, with positive weights, is ordered. It is therefore connected. In \(d\) spatial dimensions a coincidence imposes \(d\) equations. For \(d\ge2\) the coincidences are too small to separate space, and antisymmetry alone does not locate the nodal surface.

Given a function \(\phi\) on \(R\) that vanishes on its boundary, define \(\psi(Px)=\mathrm{sgn}(P)\,\phi(x)\) for each permutation \(P\). This is antisymmetric and continuous. In the coordinate perpendicular to a coincidence surface it is odd, so its slope is even and has no jump. No delta function is hidden in \(\partial_i^2\psi\).

Conversely, every antisymmetric \(\psi\) restricts to such a \(\phi\). Norm and energy integrals both acquire a factor \(N!\), which cancels:

\[
E_F=\min_{\phi=0\text{ on }\partial R}
\frac{\int_R\left(\frac12|\nabla\phi|^2+U\phi^2\right)dx}{\int_R\phi^2dx}.
\tag{1}
\]

The form \(\frac12|\nabla\phi|^2\) comes from integrating \(-\frac12\phi\nabla^2\phi\) by parts; the boundary term vanishes with \(\phi\). Real functions suffice because \(H\) is real, so the real and imaginary parts of an eigenfunction solve the equation separately.

## 3. Why there are no other nodes

Let \(\phi\) minimize (1) and put \(u=|\phi|\). Away from zeros, \(|\nabla u|=|\nabla\phi|\), and the kinks at zeros add nothing to an integral of the squared gradient. Thus \(u\) is also a minimizer. Vary \(u\) to \(u+\epsilon\eta\), with \(\eta\) zero near the boundary. The term linear in \(\epsilon\) must vanish:

\[
\int_R\eta\left[-\tfrac12\nabla^2u+(U-E_F)u\right]dx=0 .
\]

Since \(\eta\) is arbitrary, \(\nabla^2u=2(U-E_F)u\) inside \(R\). By the regularity theorem for this equation, \(u\) is twice differentiable there.

Suppose \(u(x_0)=0\) at an interior point. Let \(M(r)\) be the average of \(u\) over the sphere of radius \(r\) about \(x_0\), and let \(Sr^{N-1}\) be the area of that sphere. In a small closed ball inside \(R\), choose \(K>0\) with \(2(U-E_F)\le K\). The divergence theorem gives

\[
M'(r)=\frac1{Sr^{N-1}}\int_{\rm ball}\nabla^2u\,dx
\le\frac{K}{r^{N-1}}\int_0^rM(s)s^{N-1}ds
\le\frac{Kr}{N}\,m(r),
\]

where \(m(r)=\max_{s\le r}M(s)\). The first inequality uses \(u\ge0\). Integrating from \(M(0)=0\), with \(m\) non-decreasing,

\[
M(r)\le\frac{Kr^2}{2N}\,m(r).
\]

Take \(r_0\) so small that \(Kr_0^2<2N\). At the radius in \([0,r_0]\) where \(M\) is largest, the inequality gives \(m(r_0)\le (Kr_0^2/2N)\,m(r_0)\). The prefactor is below one, so \(m(r_0)=0\). Since \(u\ge0\), it vanishes throughout the ball.

The argument can be repeated from any point of that ball. A line from \(x_0\) to any other point of \(R\) can be covered by finitely many such balls, so \(u=0\) everywhere. This contradicts normalization. Hence

\[
u(x)>0\quad\text{throughout }R .
\tag{2}
\]

The ground state is also unique. Two independent minimizers could be chosen orthogonal, but each has one sign in \(R\), so their overlap integral could not vanish.

## 4. Trial functions with the right nodes

Set \(w=0\). The determinant of the \(N\) lowest orbitals is then the fermion ground state, so (2) shows that it has no zeros inside \(R\). Its nodes are correct for every interaction \(w\) allowed above.

In the harmonic trap, orbital \(n\) is a polynomial of degree \(n\) times a Gaussian. Subtracting lower rows of the determinant leaves powers \(1,x,\ldots,x^{N-1}\), up to constants. The result is proportional to

\[
\Psi_T=\prod_{i<j}(x_j-x_i)\,e^{-\sum_i x_i^2/2}.
\]

An implementation needs the drift \(g_i=\partial_i\ln|\Psi_T|\) and the local energy \(E_L=H\Psi_T/\Psi_T\). The drift is

\[
g_i=-x_i+\sum_{j\ne i}\frac1{x_i-x_j}.
\]

For the kinetic energy use \(\nabla^2\Psi_T/\Psi_T=\sum_i(\partial_ig_i+g_i^2)\). The pieces are

\[
\sum_i\partial_ig_i=-N-\sum_i\sum_{j\ne i}\frac1{(x_i-x_j)^2},
\]

\[
\sum_ig_i^2=\sum_ix_i^2-N(N-1)+\sum_i\sum_{j\ne i}\frac1{(x_i-x_j)^2}.
\]

In the second line, the cross term is \(-2\sum_i\sum_{j\ne i}x_i/(x_i-x_j)\). Each pair contributes \((x_i-x_j)/(x_i-x_j)=1\) to the double sum, which therefore equals \(N(N-1)/2\). Products of two different denominators cancel for each triple \(a,b,c\):

\[
\frac{(b-c)-(a-c)+(a-b)}{(a-b)(a-c)(b-c)}=0 .
\]

Adding the pieces gives \(\nabla^2\Psi_T/\Psi_T=\sum_i x_i^2-N^2\). The trap energy cancels the quadratic term, leaving

\[
E_L=\frac{N^2}{2}+\sum_{i<j}w(|x_i-x_j|).
\tag{3}
\]

For bounded \(w\), the local energy stays finite at the nodes although the drift diverges there.

## 5. What fixed-node DMC computes

Let \(\phi(x,\tau)\) evolve in \(R\), with zero boundary values, according to \(\partial_\tau\phi=-(H-E_{\rm ref})\phi\). Expansion in the eigenfunctions of the sector gives

\[
\phi(\tau)=\sum_na_n e^{-\tau(E_n-E_{\rm ref})}\phi_n .
\]

Start from \(\Psi_T>0\) in \(R\). By (2), \(a_0=\int_R u\Psi_T\,dx>0\) for normalized \(u\). Excited terms decay relative to the first, so the projection reaches \(u\).

DMC samples \(f=\Psi_T\phi\). Since \(fg=\phi\nabla\Psi_T\),

\[
\tfrac12\nabla^2f-\nabla\cdot(fg)
=\tfrac12\Psi_T\nabla^2\phi-\tfrac12\phi\nabla^2\Psi_T .
\]

Substitution into the evolution equation yields

\[
\partial_\tau f=\tfrac12\nabla^2f-\nabla\cdot(fg)-(E_L-E_{\rm ref})f .
\]

These terms are diffusion, drift and reweighting. At long time the average of \(E_L\) is

\[
\frac{\int_Ru\,H\Psi_T\,dx}{\int_Ru\,\Psi_T\,dx}
=\frac{\int_R(Hu)\Psi_T\,dx}{\int_Ru\,\Psi_T\,dx}=E_F .
\]

The two integrations by parts have no boundary terms because \(u\) and \(\Psi_T\) both vanish there.

This is exactness of the nodal constraint. A run still has statistical, finite-time-step and finite-population errors. The implementation proposes \(x'=x+\Delta\tau\,\tilde g+\sqrt{\Delta\tau}\,\xi\), where \(\xi\) is a vector of standard normal numbers and \(\tilde g\) is the limited drift

\[
\tilde g=\frac{2g}{1+\sqrt{1+2\Delta\tau\,|g|^2}} .
\]

The factor tends to one as \(\Delta\tau\to0\) at fixed \(g\), and it keeps the drift step finite near a node. Moves that change the ordering are rejected. The others pass a Metropolis test with the ratio of \(\Psi_T^2\) and of reverse to forward proposal densities. Walkers are then reweighted and resampled at constant number.

## 6. An additional node raises the energy

Like spin does not make every antisymmetric trial function suitable. Suppose an additional node confines the walkers to a smaller pocket \(R'\) inside \(R\). Extend the lowest state of \(R'\) by zero to the rest of \(R\). It is admissible in (1), so its energy is at least \(E_F\). Equality would make it a minimizer that vanishes in part of \(R\), contrary to (2). The energy is therefore strictly higher.

For three particles in the harmonic trap, use orbitals \(0,1,3\) instead of \(0,1,2\). The polynomial part is the determinant of \(1,x,x^3\). It is antisymmetric and of degree four, hence divisible by the three differences \(x_j-x_i\). The quotient is symmetric and linear, so it is a multiple of \(S=x_1+x_2+x_3\). Comparing the coefficients of \(x_2x_3^3\) fixes the multiple at one:

\[
\det(1,x,x^3)=S\prod_{i<j}(x_j-x_i).
\]

The new node \(S=0\) is a condition on the centre of mass. With \(X=S/\sqrt3\) as one axis of a rotated coordinate system,

\[
H=-\tfrac12\partial_X^2+\tfrac12X^2+H_{\rm rel},
\]

because \(w\) depends on differences alone. Without the additional node the lowest energy in \(X\) is \(1/2\). With zero boundary value at \(X=0\), the lowest half-line state is \(Xe^{-X^2/2}\), with energy \(3/2\). Thus \(E_{\rm FN}=E_F+1\), whatever the strength of \(w\).

The code adds \(1/S\) to each drift component. It also adds one to (3): multiplying \(\Psi_T\) by \(S\) changes the local energy by \(-\sum_ig_i\,\partial_iS/S=-\sum_ig_i/S\). The pair terms in \(\sum_ig_i\) cancel, leaving \(\sum_ig_i=-S\).

## 7. Girardeau's mapping and the contact limit

Define

\[
A(x)=\prod_{i<j}\mathrm{sgn}(x_j-x_i),\qquad \psi_B=A\psi_F .
\]

An exchange changes the sign of both factors, so \(\psi_B\) is symmetric. \(A\) is constant within each sector, so it commutes with \(H\) there. Point-hard-core bosons with the same \(V\) and \(w\) have the same zero boundary condition, hence the same sector problem and energy. Since \(u>0\), the boson ground state is \(|\psi_F|\), up to an overall sign.

Because \(A^2=1\), all position densities agree. The momentum density compares \(\psi\) at two positions of one particle, which may lie in different sectors. The factors of \(A\) then need not cancel, as in Section 1.

A hard core can be reached from a finite contact repulsion \(c\,\delta(x_1-x_2)\). For two particles in the trap, let \(x=x_1-x_2\). The centre of mass contributes \(1/2\), and the relative Hamiltonian is

\[
h=-\frac{d^2}{dx^2}+\frac{x^2}{4}+w(|x|)+c\,\delta(x).
\]

Integrate the eigenvalue equation across \(x=0\) for the even boson state \(\chi_B\). The slope jump is \(2\chi_B'(0^+)=c\chi_B(0)\). The odd fermion state \(\chi_F\) vanishes at contact and does not feel \(c\). Multiply each equation by the other function, subtract, and integrate over \(x>0\):

\[
(E_F-E_B)\int_0^\infty\chi_F\chi_B\,dx
=\chi_F'(0)\chi_B(0)=\frac2c\,\chi_F'(0)\chi_B'(0^+).
\]

For large \(c\), \(\chi_B\) approaches \(\chi_F\) on the half-line. Both are normalized on the full line, so the integral tends to \(1/2\). To leading order,

\[
E_F-E_B\simeq\frac{4|\chi_F'(0)|^2}{c}.
\tag{4}
\]

## 8. Three interacting fermions

Take \(w(x)=2/\sqrt{x^2+1}\) in trap units. Energies below are in \(\hbar\omega\). Configuration interaction (CI) diagonalizes \(H\) in antisymmetric oscillator determinants. A separate finite-difference calculation solves the ordered sector with zero boundary values.

With 14 and 18 orbitals, CI gives \(7.591008\) and \(7.591004\). The sector calculation gives \(7.56602\) at spacing \(0.25\,\ell\) and \(7.57504\) at \(0.20\,\ell\). If the leading error is proportional to the spacing squared, eliminating it gives

\[
E=\frac{0.25^2(7.57504)-0.20^2(7.56602)}{0.25^2-0.20^2}=7.5911 ,
\]

in agreement with CI to about \(10^{-4}\).

The DMC run uses 1000 walkers, time step \(0.01/\omega\) and 16 blocks of 300 steps:

- For comparison, the variational energy of \(\Psi_T\), taken from the diagonal CI matrix element of the lowest determinant, is \(7.7208\).
- DMC with coincidence nodes gives \(7.587\pm0.004\), one standard error below CI.
- DMC with the additional node gives \(8.592\pm0.004\), against the predicted \(7.591+1=8.591\).

The quoted errors are statistical; no extrapolation in time step or population was made. Projection removes the variational excess of \(7.7208-7.5910=0.130\), although \(\Psi_T\) contains no correlation adapted to \(w\). It can do so because the nodes were already right.

The CI ground state was also divided by \(\Psi_T\) at 800 random points with \(\sum_i x_i^2<6\,\ell^2\). Scaled to mean one, the ratio lies between \(0.588\) and \(1.621\), so no additional sign change was found. For the first excited state the ratio takes both signs. That state lies \(1.000001\) above the ground state, matching the centre-of-mass excitation.

For two particles with the same \(w\), the fermion energy is \(3.0851\). The contact-boson energies approach it from below:

| \(c/(\hbar\omega\ell)\) | \(E_B/(\hbar\omega)\) |
|---:|---:|
| 1 | 2.7025 |
| 10 | 3.0024 |
| 100 | 3.0761 |
| 1000 | 3.0842 |

At \(c=1000\), the product \(c(E_F-E_B)\) is \(0.9120\), while (4) predicts \(0.9129\), a relative difference of 0.1%. Both are in units of \((\hbar\omega)^2\ell\), which the program labels `hbar*omega^2*l`. At \(c=1\) the formula would give a deficit of \(0.913\), but the actual one is \(3.0851-2.7025=0.383\); (4) is a strong-repulsion result.

## 9. Where the result changes

On a periodic ring of length \(L\), the last particle can cross the boundary and become the first. This permutes the ordering cyclically, with sign \((-1)^{N-1}\). For odd \(N\) the sign is positive, and a positive sector function continues consistently into a periodic fermion state. For even \(N\) it is negative: a real periodic fermion function needs further nodes (a complex one can carry the sign in its phase instead), while the hard-core bosons map to fermions with antiperiodic boundary conditions.

Free particles show the difference. For \(N=2\), periodic fermions occupy \(k=0\) and one of \(k=\pm2\pi/L\), giving the doubly degenerate energy \(2\pi^2\hbar^2/(mL^2)\). Take \(k=+2\pi/L\). Their determinant is proportional to \(e^{i\pi(x_1+x_2)/L}\sin[\pi(x_2-x_1)/L]\), which vanishes only at coincidence but is complex; its real part has the further node \(\cos[\pi(x_1+x_2)/L]=0\). The antiperiodic choice \(k=\pm\pi/L\) gives the boson energy \(\pi^2\hbar^2/(mL^2)\), half as large. On a 24-point ring the two energies are \(19.63\) and \(9.86\) in units of \(\hbar^2/(mL^2)\). For \(N=3\) on 18 points both are \(39.08\); the continuum value is \(4\pi^2=39.48\), so the grid energy is 1% low.

With mixed spins, antisymmetry does not force the wave function to vanish when an up particle meets a down particle. The zero boundary condition in (1) is then not justified on every face of \(R\), so the mapping to hard-core bosons does not follow. The node argument survives in a changed form. At fixed numbers of up and down particles, antisymmetry holds within each spin group, and the region in which each group is ordered separately is again convex, with zero boundary values. If \(w\) is smooth at up–down contact, Section 3 shows that the lowest state has no zeros inside this larger region, so the nodes are the like-spin coincidences alone.

## Computed values

```
pair repulsion strength: 2.0 hbar*omega; softening length: 1 l
trial local energy without w: 4.5 hbar*omega
same with additional node: 5.5 hbar*omega
THREE INTERACTING FERMIONS
trial determinant, variational energy: 7.72078 hbar*omega
CI ground energy, 14 orbitals: 7.591008 hbar*omega
CI ground energy, 18 orbitals: 7.591004 hbar*omega
CI first excitation energy: 1.000001 hbar*omega
ordered sector, spacing 0.25 l: 7.56602 hbar*omega
ordered sector, spacing 0.20 l: 7.57504 hbar*omega
ordered sector, extrapolated: 7.59108 hbar*omega
DMC: 1000 walkers, time step 0.01 /omega, 16 blocks of 300 steps
fixed-node DMC, coincidence nodes: 7.5869 hbar*omega
  standard error: 0.0041 hbar*omega
fixed-node DMC, additional node: 8.5922 hbar*omega
  standard error: 0.0039 hbar*omega
  energy raised by: 1.0053 hbar*omega
CI state / trial function at 800 points with sum x^2 < 6 l^2
  ground, min and max (mean 1): 0.588, 1.621
  excited, min and max (mean size 1): -2.247, 2.177
TWO PARTICLES WITH w; BOSONS ALSO HAVE CONTACT STRENGTH c
fermion energy, relative-coordinate grid: 3.08509 hbar*omega
fermion energy, CI: 3.08510 hbar*omega
boson energy, c = 1 hbar*omega*l: 2.70251 hbar*omega
boson energy, c = 10 hbar*omega*l: 3.00236 hbar*omega
boson energy, c = 100 hbar*omega*l: 3.07605 hbar*omega
boson energy, c = 1000 hbar*omega*l: 3.08418 hbar*omega
c*(E_F-E_B) at c=1000: 0.9120 hbar*omega^2*l
4*(slope at contact)^2: 0.9129 hbar*omega^2*l
TWO PARTICLES WITHOUT w: MOMENTUM DENSITY AT k=0
fermions: 0.5642 l; hard-core bosons: 1.1379 l
PERIODIC RING OF LENGTH L, NO w, energies in hbar^2/(m L^2)
N=2, 24 grid points: fermions 19.6267, hard-core bosons 9.8555
N=3, 18 grid points: fermions 39.0792, hard-core bosons 39.0792
continuum N=2: fermions 19.7392, bosons 9.8696
continuum N=3: both 39.4784
```
